Spin–orbit sum rule for L3/L2 white lines and platinum's weak L2 line

The 2p shell holds four electrons with j = 3/2 and two with j = 1/2. Counting core electrons alone would give the white line at the L2 edge (2p1/2 → d) half the area of the one at the L3 edge (2p3/2 → d) in every transition metal. Platinum metal shows a strong white line at L3 and hardly any at L2. For platinum the count fails because the dipole operator changes j by at most one unit: a 2p1/2 electron cannot reach d5/2, so the ratio depends on how the holes are shared between d5/2 and d3/2. The Thole–van der Laan relation turns that sharing into a ground-state expectation value. The operator in it is Λ = Σ_i l_i·s_i, summed over the d electrons, not the product L·S of the totals, and the L2 line vanishes for pure d5/2 holes, is reduced when the holes favour d5/2 beyond the statistical 3 : 2, and is enhanced when they favour d3/2.

Conventions: ħ = 1, energies in eV, radial integrals in bohr. Tests and numbers refer to the numerical output at the end.

**1. One hole**

In the electric dipole approximation the area of a line is σ ∝ ω Σ_f |⟨f|ε·r|g⟩|². The average over polarization directions of |ε·v|² is |v|²/3, and |v|² is the sum over spherical components, r_q = r C_q with C_q = √(4π/3) Y_1q. Apart from constants and the photon energy ω, the isotropic intensity is I = Σ_q Σ_f |⟨f|r C_q|g⟩|². For now both edges share one radial integral R and ω is dropped; entry 5 restores both.

Take a core shell l_c and a valence shell l = l_c + 1 with a single hole in the spin orbital |a⟩. The intensity from the core level j is

I_j = R² ⟨a|M^j|a⟩,  M^j = Σ_q C_q P_j C_q†,

with P_j the projector on the core level. A rotation of space and spin mixes the three C_q by a unitary matrix and leaves P_j unchanged, so M^j commutes with the valence j. The space l⊗s contains j = l + ½ and j = l − ½ once each, so by Schur's lemma M^j is a constant on each. So is l·s = [j(j+1) − l(l+1) − ¾]/2, with values l/2 and −(l+1)/2. Hence

M^j = α_j + β_j l·s.

Three facts fix the constants; j± = l_c ± ½ labels the core levels.

Sum of the edges. P_{j+} + P_{j−} is the identity on the core shell, so the sum Σ_q C_q C_q† is spin-free and scalar, a number t. Evaluate it on m = l, which is reached from m' = l − 1 with q = 1 alone. Since C_1 = −sinθ e^{iφ}/√2 and Y_{l−1,l−1} ∝ sin^{l−1}θ e^{i(l−1)φ}, the product is proportional to Y_ll, and the squared matrix element is the squared norm of the product:

t = ½ ∫sin^{2l+1}θ dθ / ∫sin^{2l−1}θ dθ = ½ · 2l/(2l+1) = l/(2l+1),

by the recursion ∫₀^π sinⁿθ dθ = [(n−1)/n] ∫₀^π sinⁿ⁻²θ dθ.

Trace. By cyclic order Tr M^j = Tr[P_j Σ_q C_q†C_q]. The second factor is a spin-free scalar t' on the core shell, so Tr M^j = (2j+1)t'. The sum of both edges gives 2(2l+1)t = 2(2l_c+1)t'. Further, Tr l·s = (2l+2)(l/2) − 2l(l+1)/2 = 0, so Tr M^{j−} = 2(2l+1)α_{j−}. With 2j− + 1 = 2l_c,

α_{j−} = 2l_c t'/[2(2l+1)] = t l_c/(2l_c+1).

Selection rule. The core level j− = l − 3/2 and the valence level l + ½ differ by 2, and the rank-1 tensor C_q cannot connect them. So α_{j−} + β_{j−} l/2 = 0, and

M^{j−} = [l/(2l+1)] [l_c/(2l_c+1)] (1 − 2 l·s/l),  M^{j+} = l/(2l+1) − M^{j−}.

For p → d, t = 2/5 and

M^{1/2} = (2/15)(1 − l·s),  M^{3/2} = (2/15)(2 + l·s).

Limits. A d5/2 hole (l·s = 1) gives M^{1/2} = 0 and M^{3/2} = 2/5. A d3/2 hole (l·s = −3/2) gives M^{1/2} = 1/3 and M^{3/2} = 1/15, shares of 5/6 and 1/6. An empty d shell gives an L2 share of 4·(5/6)/10 = 1/3, the naive count. As a test, the matrices of C_q were built by quadrature over spherical harmonics; the matrices M^{j±} agree with the formula, element by element within a relative 10⁻⁵ (10⁻¹² absolute where the element vanishes), for p → d, d → f and f → g, and the printed L2 shares are 0.8333 and 0.

**2. Any number of holes, any correlation**

Let d†_a create a d electron and p_c remove a core electron. The transition operator from core level j is

T_qj = R Σ_a Σ_{c∈j} d†_a ⟨a|C_q|c⟩ p_c.

Three assumptions enter. The core shell is full in the initial state |g⟩. The final states fall into two separated groups in which the core hole has good j. Each white line is integrated over its whole group. The sum over final states of one group is then a closure, I_j = Σ_q ⟨g|T_qj† T_qj|g⟩, which contains

⟨g|p†_c' d_a' d†_a p_c|g⟩ = ⟨g|d_a' d†_a p†_c' p_c|g⟩ = δ_cc' ⟨d_a' d†_a⟩.

The pair d_a' d†_a commutes with core operators, so no sign arises, and p†_c' p_c acts as δ_cc' on a full shell. The sum over c and q rebuilds M^j:

I_j = R² Σ_aa' M^j_aa' ⟨d_a' d†_a⟩.

Insert d_a' d†_a = δ_aa' − d†_a d_a'. The constant part of M^j gives Σ_a ⟨d_a d†_a⟩ = n_h, the number of d holes. The other part gives Σ_aa' (l·s)_aa' (δ_aa' − ⟨d†_a d_a'⟩) = Tr l·s − ⟨Λ⟩ = −⟨Λ⟩. That is the origin of the sign: light probes holes, and a full shell has Λ = 0. Define

r = −⟨Λ⟩/n_h.

Then I_j = R² n_h(α_j + β_j r), that is

I(L3) = (2/15)R² n_h (2 + r),  I(L2) = (2/15)R² n_h (1 − r),

I(L3)/I(L2) = (2 + r)/(1 − r),  B = I(L3)/[I(L3) + I(L2)] = (2 + r)/3.

Nothing else was assumed of |g⟩: it may be correlated, split by a crystal field, a band state or a thermal mixture. Final-state energies within a group drop out.

In terms of the hole numbers of the two levels, n_h = n_{5/2} + n_{3/2} and r n_h = n_{5/2} − (3/2)n_{3/2}. Subtracting, n_h(1 − r) = (5/2)n_{3/2}, and n_h(2 + r) = 3n_{5/2} + n_{3/2}/2, so

I(L2) = (2/5)R² (5/6) n_{3/2},  I(L3) = (2/5)R² (n_{5/2} + n_{3/2}/6).

Both hole numbers are non-negative, so −3/2 ≤ r ≤ 1 and 1/6 ≤ B ≤ 1. The L2 line counts d3/2 holes. Statistical holes, n_{5/2} : n_{3/2} = 3 : 2, give r = 0 and B = 2/3.

That Λ is not L·S shows already in d⁹. Removing a d5/2 electron from the full shell leaves Λ = −1, while the ion has L = 2, S = ½, J = 5/2 and L·S = +1; for d⁹ in general Λ = −L·S. Add a 6s electron and couple to ³D₃: Λ stays −1 and L·S becomes (12 − 6 − 2)/2 = 2.

The many-body test uses 2p⁶d⁸ → 2p⁵d⁹ in a determinant basis, 45 initial and 60 final states, with d–d Coulomb integrals, valence spin–orbit coupling and a cubic field, diagonalized and summed line by line. The lowest 40 final states form L3. With the 2p–d Coulomb integrals set to zero, B from the spectrum equals (2 + r)/3 to 10⁻¹⁰, for crystal-field ground levels and for random complex d⁸ states. The Coulomb matrices were tested too: they commute with J₊ and give the ³F–³P splitting 15(F²/49 − 5F⁴/441).

**3. When the core-hole j is not good**

Write the final-state Hamiltonian as H_f = Δ P_½ + V, where P_½ and P_{3/2} project on the core-hole levels, Δ is the 2p splitting and V is the rest. The parts of V that act on valence electrons alone commute with the projectors; the 2p–d integrals F², G¹, G³ do not. For V ≪ Δ a state of the lower group becomes |n⟩ = |n₀⟩ − P_½V|n₀⟩/Δ, since its energy denominator is −Δ to leading order. Summing |n⟩⟨n| over the group, the projector on L3 is

Π = P_{3/2} − (P_½ V P_{3/2} + P_{3/2} V P_½)/Δ + O(Δ⁻²).

With φ_q = T_q|g⟩ = φ_{q,½} + φ_{q,3/2}, the L3 intensity is Σ_q ⟨φ_q|Π|φ_q⟩, while the total Σ_q ⟨φ_q|φ_q⟩ = (2/5)R² n_h does not depend on H_f. Therefore

δB = −2 Re Σ_q ⟨φ_{q,½}|V|φ_{q,3/2}⟩ / (Δ · (2/5)R² n_h) + O(Δ⁻²).

The transfer is first order in V/Δ because the two amplitudes interfere. It vanishes at this order when φ_½ = 0, that is for r = 1. In the d⁸ model with Δ multiplied by 50, the formula matches the diagonalization within 5% of the first-order value for both parameter sets of entry 4, and the total stays at 0.8 R².

**4. Atomic parameters**

The parameters come from spherical, spin-unpolarized Dirac–Kohn–Sham calculations (local density approximation with Slater exchange and VWN correlation, point nucleus, no core hole, no Breit term) for Pt 5d⁹6s¹ and Ni 3d⁹4s¹, with each shell shared between its j levels in proportion to 2j + 1. The radial solver reproduces the Dirac–Coulomb 2p and 3d energies for Z = 78 within 10⁻⁴ of their value, and for Z = 5 its three 2p–3d dipole integrals lie within 0.3% of the nonrelativistic one. A term ζ l·s splits the d level by ζ(1 + 3/2), so ζ = (2/5)(ε_{5/2} − ε_{3/2}).

Pt: Δ = 13169.1 − 11441.7 ≈ 1727 eV; ζ = 0.4 × (7.220 − 5.881) = 0.536 eV; G¹(2p,5d) = 0.68 eV.
Ni: Δ = 17.45 eV; ζ = 0.088 eV; G¹(2p,3d) = 4.64 eV.

The ratio G¹/Δ is 4 × 10⁻⁴ for Pt and 0.27 for Ni. The d⁸ model ion takes these integrals, with the j = 3/2 core and j = 5/2 valence radial functions, and round cubic fields 10Dq of 3 and 1 eV. With Pt parameters r = 0.398; the rule gives B = 0.79932 and the spectrum 0.79934, a leakage of 2.0 × 10⁻⁵ that first order reproduces. With Ni parameters r = 0.191, the rule gives 0.730 and the spectrum 0.751. The leakage is 0.021, and first order, 0.018, falls 12% short of it. Reading r = 3B − 2 from that spectrum returns 0.25, too high by 0.06, a third of the true r. For this d⁸ ion the rule is quantitative with the 5d parameters and needs a correction with the 3d ones. The leakage depends on the filling: for d⁹ the final state 2p⁵d¹⁰ has a closed d shell, whose Coulomb and exchange field is a constant on the core shell, so the core-hole j stays good and there is none.

**5. Dirac orbitals and the photon energy**

Write ψ = (1/r)(P Ω_κ, iQ Ω_−κ). The spinors obey Ω_−κ = −σ·r̂ Ω_κ; σ·r̂ is Hermitian, squares to one and commutes with C_q, which is a function of direction. So ⟨Ω_−κ'|C_q|Ω_−κ⟩ = ⟨Ω_κ'|C_q|Ω_κ⟩, and the factors (−i)(i) give +1. The angular factor is that of entry 1 and the radial one is

R_jj' = ∫(P P' + Q Q') r dr.

The equality of the squared angular strengths was tested for the three transitions. With projectors Q_j' on the valence levels, the edge operator becomes Σ_j'j'' R_jj' R_jj'' Q_j' M^j Q_j''. Since M^j is constant on each level, the terms with j' ≠ j'' vanish: coherences between d3/2 and d5/2 holes do not enter the isotropic sum. Restoring ω, with one photon energy per edge,

σ(L2)/σ(L3) = (5/6) ω₂ R²_{½,3/2} n_{3/2} / { ω₃ [R²_{3/2,5/2} n_{5/2} + R²_{3/2,3/2} n_{3/2}/6] }.

A random hole density matrix with such coherences confirms both intensities to 10⁻¹⁰. With equal R and ω this is entry 2, with r read as (n_{5/2} − (3/2)n_{3/2})/n_h. The zero at n_{3/2} = 0 survives any radial factors.

For Pt, R_{½,3/2} = 4.635 × 10⁻³, R_{3/2,3/2} = 5.061 × 10⁻³ and R_{3/2,5/2} = 5.058 × 10⁻³ bohr, so R²_{½,3/2}/R²_{3/2,5/2} = 0.840. With Kohn–Sham eigenvalue differences as photon energies, ω₂/ω₃ = 13161.8/11435.8 = 1.151. Each correction is near 15%, and they almost cancel: 0.840 × 1.151 = 0.967. For Ni the factors are 0.964 and, with ω, 0.984. There ω removes only a little over half of the radial correction. The opposite signs of the two corrections, and their near cancellation for Pt, are numerical findings; they are not derived here.

Two neglected terms can be sized. An s hole has j = ½ only, so M^j is a number; its total strength is 3 × (1/3) = 1, shared by the trace argument as 1/3 from L2 and 2/3 from L3 (tested). For Pt the L2 intensity of one 6s hole relative to the L3 intensity of one d5/2 hole, without ω, is

(1/3)(5.669 × 10⁻⁴)² / [(2/5)(5.0575 × 10⁻³)²] = 0.0105.

For retardation, the term of e^{ik·r} linear in k has the wrong parity to take p to d, so corrections are expected at order (k⟨r⟩)². With k⟨r⟩ = 0.207 for Pt 2p3/2 this is about 0.04, and about 0.002 for Ni (0.048). These are order estimates, not computed corrections; multipoles of rank 2 and 3 are not bound by |Δj| ≤ 1, but 2p1/2 → d5/2 has no dipole amplitude to interfere with, so its intensity enters only at order (k⟨r⟩)⁴.

**6. The sign of r and its limits**

Let H = H₀ + ζΛ, with H₀ invariant under rotations of the spins alone and n_h fixed. The free energy is the minimum over density operators ρ with the given electron number,

F(ζ) = min_ρ { Tr ρH₀ + ζ Tr ρΛ + kT Tr ρ ln ρ }.

Each trial expression is a straight line in ζ, and a minimum of straight lines is concave. At the minimizing ρ the variation of ρ does not contribute, so dF/dζ = ⟨Λ⟩ = −n_h r. At ζ = 0 take the equilibrium state to be invariant under spin rotations, which excludes magnetic order and also spin–orbital order without a moment. Λ transforms as a vector under these rotations, so ⟨Λ⟩ = 0. Concavity makes dF/dζ non-increasing, hence for ζ > 0

r ≥ 0, r non-decreasing in ζ, B ≥ 2/3.

Equilibrium lowers the spin–orbit energy by filling d3/2 preferentially, so under these conditions, and with a core hole of good j, it is L2 that loses intensity. Where F is smooth at ζ = 0, as it is at kT > 0 for a finite system or for independent electrons (at kT = 0 a degenerate ground level gives a kink), r = −F''(0) ζ/n_h at small ζ; an interacting system that orders spontaneously can have a kink there instead. When ζ exceeds every other scale the holes occupy the six d5/2 states per atom, and r → 1 for n_h < 6.

The test system is a d-only canonical fcc band of independent electrons. The hopping along a bond of direction n is diagonal in n·l, with ddσ : ddπ : ddδ = −6 : 4 : −1 for |m| = 0, 1, 2; it decays as d⁻⁵, is cut at three nearest-neighbour distances (176 neighbours), and is scaled to a width W at ζ = 0; kT = 0.005 W. A finite difference at ζ/W = 0.07 and n_h = 0.5 gives dF/dζ = −0.2694, equal to −n_h r within 10⁻⁴, so r = 0.539 there. The scan confirms r = 0 at ζ = 0, doubling of r (within 0.05 in the ratio) between ζ/W = 10⁻⁴ and 2 × 10⁻⁴, a rise at every step, and r within 0.01 of 1 at ζ/W = 20. For n_h = 0.5 it gives r = 0.18, 0.41, 0.67, 0.87 at ζ/W = 0.02, 0.05, 0.1, 0.2. The mean slope over the step up to ζ/W = 0.02 is 0.176/0.02 ≈ 9, and r passes one half between ζ/W = 0.05 and 0.1, long before ζ approaches W; which band spacings set this rate is not derived here.

**7. The free platinum atom**

In 5d⁹6s¹, Λ = −L·S_d with L, S_d those of the d⁹ shell (entry 2). The exchange of a d electron with the s electron carries the squared Gaunt factor [√(4π/5) ∫Y*_2m Y_2m Y_00]² = 1/5 for every m, so it is −(G²/5)(½ + 2 s_i·s_s). Summed over the shell, up to a constant,

H = −ζ L·S_d − K S_d·s_s,  K = 2G²/5.

L·S_d ≤ 1 and S_d·s_s ≤ ¼, so E ≥ −ζ − K/4. The state with M_L = 2 and both spins up attains both bounds and has M_J = 3. The ground level thus has J = 3, which needs d-shell j = 5/2, so r = 1. With G²(5d,6s) = 2.681 eV, K = 1.07 eV, diagonalization finds a sevenfold level with r = 1 and no 2p1/2 → 5d intensity, the next level lying 0.44 eV higher. Within this single configuration the L2 d line is absent and the 6s hole leaves about 1% of L3. Mixing with 5d⁸6s² is left out, and in the real atom it is not small: the observed lowest J = 2 level and the 5d⁸6s² J = 4 level both lie only about 0.1 eV above the ground level, so the 0.44 eV gap belongs to the model alone, and a J = 3 admixture of 5d⁸6s² necessarily brings a d3/2 hole and with it some L2 intensity.

**8. The X5 level near the top of the fcc band**

In a metal the hopping mixes the j levels. At X = (0, 0, 2π/a) the fourfold axis along z classifies the d states at ζ = 0: the pair m = ±1 (xz, yz; X5), u = (|2⟩ + |−2⟩)/√2 (x² − y²; X2), w = (|2⟩ − |−2⟩)/√2 (xy; X3) and m = 0. Let u lie δ below X5. From l·s = l_z s_z + ½(l₊s₋ + l₋s₊) and l₊|1⟩ = 2|2⟩,

l·s|1↑⟩ = ½|1↑⟩ + |2↓⟩ = ½|1↑⟩ + (|u↓⟩ + |w↓⟩)/√2.

The diagonal values are −1 on |2↓⟩ and +1 on |−2↓⟩, so ⟨u↓|l·s|u↓⟩ = 0 and ⟨w↓|l·s|u↓⟩ = −1. Neglecting w, which lies a distance D of order W lower, the block in {|1↑⟩, |u↓⟩} has diagonal elements ζ/2 and −δ and coupling ζ/√2. Its upper state cosθ|1↑⟩ + sinθ|u↓⟩ has

tan 2θ = √2 ζ/(ζ/2 + δ),  r_X = ½cos²θ + sin 2θ/√2,

where r_X is ⟨l·s⟩ of the state, the r of a hole placed in it. For δ ≫ ζ, θ → 0 and r_X = ½: the degenerate pair carries orbital moment, so however small ζ is the state is 4/5 d5/2, since n_{3/2} = (2/5)(1 − ½) = 1/5. For δ = 0, tan 2θ = 2√2, cos 2θ = 1/3, cos²θ = 2/3, sin 2θ = 2√2/3 and r_X = 1/3 + 2/3 = 1. The neglected coupling to w is ζμ with μ = cosθ/√2 − sinθ; it shifts the energy by ζ²μ²/D, and r_X, the ζ-derivative of the energy, by an amount of order ζ/W.

The band model gives δ = 0.0649 W. This value depends on the range of the hopping: a cut at six nearest-neighbour distances gives 0.066 W and lowers the values of r_X below by 0.002 to 0.003. The widths are taken at rough sizes, W ≈ 8 eV for Pt and ≈ 4 eV for fcc Ni. For Pt, δ = 0.520 eV and

tan 2θ = 0.7575/(0.2678 + 0.520) = 0.962, cos 2θ = 0.721, sin 2θ = 0.693,
r_X = ½(0.860) + 0.693/√2 = 0.430 + 0.490 = 0.920.

The full 10 × 10 matrix gives 0.924. For Ni the values are 0.749 and 0.757. The test required agreement within 1.2 ζ/W; the differences found, 0.004 and 0.008, are well inside.

**9. The metal: holes over the zone**

For Pt, ζ/W = 0.067. With the round value n_h = 0.5 the zone sum gives r = 0.522, stable within 0.01 between two meshes. The third digit depends on the smearing: halving kT raises r by 0.003. Then

n_{3/2} = (2/5)(0.5)(1 − 0.522) = 0.096,  n_{5/2} = 0.404,
L2/L3 = 0.478/2.522 = 0.190,  B = 2.522/3 = 0.841.

Intensities summed directly from the Bloch eigenvectors give the same ratio to 10⁻⁹. With the factors of entry 5, (5.0610/5.0575)² = 1.001 and n_{3/2} = 0.0956 before rounding,

σ(L2)/σ(L3) = 0.967 × (5/6)(0.0956)/(0.4044 + 1.001 × 0.0956/6) = 0.0770/0.4204 = 0.183.

Inverting y = (1 − r)/(2 + r) gives r = (1 − 2y)/(1 + y); applied to the unrounded y it returns an apparent r of 0.535, which is 0.013 above the true value. Retardation is left out of these figures; it is a few per cent of each line (entry 5), need not be the same at the two edges, and can move the ratio by a few thousandths, so the third digits of 0.183 and 0.535 are not secure. For n_h = 1, r = 0.459 and L2/L3 = 0.220 (0.213 with radial factors). For Ni, ζ/W = 0.022: r = 0.193 and L2/L3 = 0.368 at n_h = 0.5, r = 0.170 and 0.383 at n_h = 1.

The zone average lies far below r_X: 0.52 against 0.92 for Pt, 0.19 against 0.76 for Ni. One mechanism can be shown. The lattice has inversion symmetry, so H₀(k) is real and symmetric in the real d orbitals; a non-degenerate band has a real eigenvector, and l, being imaginary and antisymmetric in that basis, has zero expectation in it. At a general k the first-order value ½ found at X is therefore absent, and ⟨l·s⟩ starts at order ζ over the spacing of the bands. That this accounts for the size of the drop is a conjecture. The computed r rises from n_h = 1 to 0.5, but at fixed kT the limit of small n_h is a thermal average over the states within about kT of the band top, not r_X; an approach to r_X would need kT → 0 as well and is not tested here.

The model thus lowers the L2 line of Pt from the statistical 0.5 of L3 to about 0.2, a factor of 2.6 at n_h = 0.5, against 1.4 for Ni. It does not remove the line. The result is sensitive to W, which is known here only roughly: the scan values r = 0.412 and 0.671 at ζ/W = 0.05 and 0.10 give L2/L3 = 0.588/2.412 = 0.24 and 0.329/2.671 = 0.12. That range is far larger than the radial correction (0.007) or the leakage between edges in the Pt-like ion (2 × 10⁻⁵ in B), so of the errors sized here the largest for platinum comes from the ground state. The band leaves out sp hybridization, which spreads d character over a wide energy range and makes n_h and r depend on the integration window; it also omits core-hole relaxation, the continuum step on which the white line sits, the magnetism of nickel, and the leakage between edges, which is not sized for the nickel band. How small a residual L2 area still shows as a peak above that step is not decided by this calculation.

Computed results

```
angular strength per hole: d 0.4000; s from L2 0.3333, from L3 0.6667
L2 share: d3/2 hole 0.8333, d5/2 hole 0.0000
Pt eps 2p1/2 -13169.1, 2p3/2 -11441.7, Delta 1727.35 eV
Pt eps d3/2 -7.220, d5/2 -5.881, zeta 0.5356 eV
Pt omega L2 13161.8, L3 11435.8 eV; k<r>_2p3/2 0.207
Pt R(1/2,3/2) 4.6349e-03, R(3/2,3/2) 5.0610e-03, R(3/2,5/2) 5.0575e-03 bohr
Pt R13^2/R35^2 0.8399; with omega 0.9666
Pt R(2p1/2,s) 5.669e-04 bohr; L2(s hole)/L3(d5/2 hole) 0.0105
Pt F2dd 7.154, F4dd 4.650, F2pd 0.787, G1 0.683, G3 0.406 eV
Ni eps 2p1/2 -850.1, 2p3/2 -832.6, Delta 17.45 eV
Ni eps d3/2 -5.054, d5/2 -4.835, zeta 0.0878 eV
Ni omega L2 845.0, L3 827.8 eV; k<r>_2p3/2 0.048
Ni R(1/2,3/2) 1.1484e-01, R(3/2,3/2) 1.1774e-01, R(3/2,5/2) 1.1699e-01 bohr
Ni R13^2/R35^2 0.9636; with omega 0.9837
Ni R(2p1/2,s) 9.485e-03 bohr; L2(s hole)/L3(d5/2 hole) 0.0055
Ni F2dd 10.331, F4dd 6.331, F2pd 6.284, G1 4.639, G3 2.636 eV
Pt d9s: G2(ds) 2.681 eV, degeneracy 7, r 1.0000, next level 0.436 eV
Pt d8, 10Dq 3 eV: r 0.3980, B rule 0.79932, B spectrum 0.79934
Pt d8: leakage 1.979e-05, first order 1.978e-05, apparent r 0.3980
Ni d8, 10Dq 1 eV: r 0.1906, B rule 0.73021, B spectrum 0.75083
Ni d8: leakage 2.062e-02, first order 1.823e-02, apparent r 0.2525
band: 176 neighbours, kT = 0.005 W; dF/dzeta at zeta/W 0.07, nh 0.5: -0.2694
zeta/W  0.02: r(nh 0.5) 0.176, r(nh 1) 0.155
zeta/W  0.05: r(nh 0.5) 0.412, r(nh 1) 0.361
zeta/W  0.10: r(nh 0.5) 0.671, r(nh 1) 0.611
zeta/W  0.20: r(nh 0.5) 0.874, r(nh 1) 0.832
zeta/W 20.00: r(nh 0.5) 1.000, r(nh 1) 1.000
X5-X2 gap delta/W 0.0649
Pt W 8 eV, zeta/W 0.0670, delta 0.520 eV; r_X two-level 0.920, full 0.924
Pt nh 0.5: r 0.522, n3/2 0.096, n5/2 0.404, B 0.841, L3/L2 5.27
Pt nh 0.5: L2/L3 rule 0.190, Dirac radial 0.183, apparent r 0.535
Pt nh 1: r 0.459, n3/2 0.216, n5/2 0.784, B 0.820, L3/L2 4.55
Pt nh 1: L2/L3 rule 0.220, Dirac radial 0.213, apparent r 0.474
Ni W 4 eV, zeta/W 0.0219, delta 0.260 eV; r_X two-level 0.749, full 0.757
Ni nh 0.5: r 0.193, n3/2 0.161, n5/2 0.339, B 0.731, L3/L2 2.72
Ni nh 0.5: L2/L3 rule 0.368, Dirac radial 0.362, apparent r 0.203
Ni nh 1: r 0.170, n3/2 0.332, n5/2 0.668, B 0.723, L3/L2 2.61
Ni nh 1: L2/L3 rule 0.383, Dirac radial 0.376, apparent r 0.180
```
